# The absolute-value preconditioner for a shifted Hamiltonian and two-step MINRES: test program

```python
# Result under test (Rydberg units).  A = H - sigma*S, H Hermitian, S > 0 overlap,
# H C = S C eps, C^+ S C = 1, lam = eps - sigma nonzero.  T = C |lam|^-1 C^+ is
# positive definite, T A has eigenvalues +-1 only, T A T = A^-1, and MINRES
# (minimise |r|_T = sqrt(r^+ T r) over the Krylov space of TA and Tb, x0 = 0) ends
# in at most two steps.  With w+- = sum over +-lam>0 of |c_i^+ b|^2/|lam_i|:
# x1 = alpha T b, alpha = (w+ - w-)/(w+ + w-), |r1|/|r0| = 2 sqrt(w+ w-)/(w+ + w-).
# If d0 T <= Tt <= d1 T: |spec(Tt A)| in [d0, d1], |r_2k|/|r_0| <= 2 rho^k,
# rho = (kappa-1)/(kappa+1), kappa = d1/d0.
# T is built by resolvent quadrature (no eigenvectors); formulas use eigenvectors.
import numpy as np
import scipy.linalg as la
from scipy.sparse.linalg import minres as scipy_minres
from scipy.constants import physical_constants
from pyscf import gto, scf

RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
rng = np.random.default_rng(7)
nrm = np.linalg.norm

def herm(M):
    return (M + M.conj().T) / 2

def abs_inverse(A, S, h=0.3):
    # (2/pi) * integral du of the anti-Hermitian part of (A - i e^u S)^-1
    T = np.zeros(A.shape, complex)
    for u in np.arange(-50.0, 40.0, h):
        G = la.inv(A - 1j * np.exp(u) * S)
        T += (G - G.conj().T) / 2j
    T = herm(T * 2 * h / np.pi)
    return T.real if np.isrealobj(A) else T

def spectrum(T, A):
    L = la.cholesky(T, lower=True)      # fails unless T is positive definite
    return la.eigvalsh(herm(L.conj().T @ A @ L))

def minres_def(A, b, T, kmax, tol=0.0):
    # least squares over the Krylov space, fully orthogonalised basis
    L = la.cholesky(T, lower=True)
    Ah, bh = L.conj().T @ A @ L, L.conj().T @ b
    tnorm = lambda r: np.sqrt(abs(np.vdot(r, T @ r)))
    Q = (bh / nrm(bh))[:, None]
    hist, xs = [1.0], [0 * b]
    for k in range(kmax):
        x = L @ (Q @ np.linalg.lstsq(Ah @ Q, bh, rcond=None)[0])
        xs.append(x)
        hist.append(tnorm(b - A @ x) / tnorm(b))
        if hist[-1] < tol:
            break
        w = Ah @ Q[:, -1]
        for _ in range(2):
            w = w - Q @ (Q.conj().T @ w)
        if nrm(w) < 1e-14 * nrm(Ah):
            break
        Q = np.column_stack([Q, w / nrm(w)])
    return hist, xs

def check_core(H, S, sigma, b, tol):
    eps, C = la.eigh(H, S)
    lam, A = eps - sigma, H - sigma * S
    T = abs_inverse(A, S)
    assert nrm(T - (C / abs(lam)) @ C.conj().T) < tol * nrm(T)
    mu = spectrum(T, A)
    assert max(abs(abs(mu) - 1)) < tol and sum(mu < 0) == sum(lam < 0)
    assert nrm(T @ A @ T - la.inv(A)) < tol * nrm(T)
    wt = abs(C.conj().T @ b) ** 2 / abs(lam)
    wp, wm = wt[lam > 0].sum(), wt[lam < 0].sum()
    alpha = (wp - wm) / (wp + wm)
    hist, xs = minres_def(A, b, T, 2, tol=tol)
    assert abs(hist[1] - 2 * np.sqrt(wp * wm) / (wp + wm)) < tol
    assert nrm(xs[1] - alpha * (T @ b)) < tol * nrm(T @ b)
    xd = la.solve(A, b)
    assert hist[-1] < tol and nrm(xs[-1] - xd) < 100 * tol * nrm(xd)
    return A, T, mu, wp, wm, alpha, hist, xs

# random complex Hermitian pencil
m = 12
X = rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m))
Y = rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m))
check_core(herm(X), np.eye(m) + 0.05 * Y @ Y.conj().T, 0.1,
           rng.normal(size=m) + 1j * rng.normal(size=m), 1e-8)

# HCl, RHF/cc-pVTZ
R = 2.40
scf.hf.MUTE_CHKFILE = True
mol = gto.M(atom=[['Cl', (0, 0, 0)], ['H', (0, 0, R)]], unit='Bohr',
            basis='cc-pvtz', verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-8
mf.kernel()
assert mf.converged
S, D = mf.get_ovlp(), mf.make_rdm1()
F = herm(2 * (mf.get_hcore() + mf.get_veff(mol, D)))       # hartree -> Ry
n, p = mol.nao_nr(), mol.nelectron // 2
eps, C = la.eigh(F, S)
sigma = (eps[p - 1] + eps[p]) / 2
b = S[:, mol.search_ao_label('H 1s')[0]].copy()
brand = rng.normal(size=n)
A, T, mu, wp, wm, alpha, hist, xs = check_core(F, S, sigma, b, 1e-8)
check_core(F, S, sigma, brand, 1e-8)
assert len(hist) == 3
dens_err = abs(T @ A - (np.eye(n) - D @ S)).max()
assert dens_err < 1e-5                                      # SCF convergence level
for k in (1, 2):                                            # library short recurrence
    xk = scipy_minres(A, b, M=T, maxiter=k)[0]
    assert nrm(xk - xs[k]) < 1e-7 * nrm(xs[k])
G = -b @ xs[2]
assert abs(G + wp - wm) < 1e-8

# one step: shift below the spectrum, or b in the occupied sector only
assert len(check_core(F, S, eps[0] - 1.0, brand, 1e-8)[6]) == 2
assert minres_def(A, S @ D @ brand, T, 1)[0][1] < 1e-5      # SCF convergence level
# shift close to a level: still two steps
near = 1e-3
hn = check_core(F, S, eps[p - 1] + near, brand, 1e-7)[6]
# stalled first step, where the form b^+ A^-1 b vanishes
bs = S @ (C[:, p - 1] + C[:, p])
hs = minres_def(A, bs, T, 2)[0]
form = bs @ la.solve(A, bs)
assert abs(form) < 1e-9 and abs(hs[1] - 1) < 1e-9 and hs[2] < 1e-8

# any positive definite preconditioner keeps the inertia and can stall
Z = rng.normal(size=(n, n))
Tr = Z @ Z.T / n + 0.1 * np.eye(n)
Lr = la.cholesky(Tr, lower=True)
mr, U = la.eigh(herm(Lr.T @ A @ Lr))
assert sum(mr < 0) == p
br = la.solve(Lr.T, np.sqrt(-mr[0]) * U[:, -1] + np.sqrt(mr[-1]) * U[:, 0])
assert abs(minres_def(A, br, Tr, 1)[0][1] - 1) < 1e-9

# other two-step preconditioners; only T commutes with the operator
comm = lambda M: nrm(A @ M @ S - S @ M @ A) / nrm(A @ M @ S)
lu, dd, _ = la.ldl(A)
dv, dU = la.eigh(dd)
W = la.inv(lu @ dU)
av, aU = la.eigh(A)
others = {'LDL': herm((W.T / abs(dv)) @ W), 'Euclid': herm((aU / abs(av)) @ aU.T)}
assert comm(T) < 1e-8
for To in others.values():
    assert max(abs(abs(spectrum(To, A)) - 1)) < 1e-7
    assert minres_def(A, brand, To, 2)[0][2] < 1e-7
    assert comm(To) > 1e-3 and nrm(To - T) > 1e-3 * nrm(T)

# approximate preconditioner from the atomic-density guess
D0 = mf.get_init_guess(mol, 'minao')
F0 = herm(2 * (mf.get_hcore() + mf.get_veff(mol, D0)))
e0 = la.eigvalsh(F0, S)
Tt = abs_inverse(F0 - sigma * S, S)
dl = la.eigvalsh(Tt, T)
d0, d1 = dl[0], dl[-1]
kappa = d1 / d0
rho = (kappa - 1) / (kappa + 1)
mt = spectrum(Tt, A)
assert abs(mt).min() > d0 * (1 - 1e-8) and abs(mt).max() < d1 * (1 + 1e-8)
assert sum(mt < 0) == p
tol = 1e-8
ha = minres_def(A, b, Tt, n, tol)[0]
for hh in (ha, minres_def(A, brand, Tt, n, tol)[0]):
    assert hh[-1] < tol
    for j in range(2, len(hh), 2):
        assert hh[j] <= 2 * rho ** (j // 2)
nbound = 2 * int(np.ceil(np.log(2 / tol) / np.log(1 / rho)))
hu = minres_def(A, b, herm(la.inv(S)), n, tol)[0]
assert hu[-1] < tol and len(hu) - 1 > 2

print(f"1 Ry = {RY_EV:.6f} eV")
print(f"HCl RHF/cc-pVTZ, bond length = {R:.2f} bohr")
print(f"basis size n = {n}, levels below shift p = {p}")
print(f"total energy = {2 * mf.e_tot:.6f} Ry")
print(f"lowest level = {eps[0]:.4f} Ry, highest = {eps[-1]:.4f} Ry")
print(f"HOMO = {eps[p - 1]:.5f} Ry, LUMO = {eps[p]:.5f} Ry")
print(f"shift sigma = {sigma:.5f} Ry = {sigma * RY_EV:.3f} eV")
print(f"half gap min|lam| = {abs(eps - sigma).min():.5f} Ry")
print(f"max|lam| = {abs(eps - sigma).max():.4f} Ry")
print(f"max|lam|/min|lam| = {abs(eps - sigma).max() / abs(eps - sigma).min():.1f}")
print(f"eigenvalues of TA: {sum(mu < 0)} at -1, {sum(mu > 0)} at +1")
print(f"max deviation from +-1 = {max(abs(abs(mu) - 1)):.1e}")
print(f"trace TA = {np.trace(T @ A):.6f}")
print(f"max |TA - (1 - DS)| = {dens_err:.1e}")
print(f"w+ = {wp:.6f} 1/Ry, w- = {wm:.6f} 1/Ry")
print(f"w+ + w- = {wp + wm:.6f} 1/Ry, w+ - w- = {wp - wm:.6f} 1/Ry")
print(f"alpha = {alpha:.6f}")
print(f"relative residual, step 1 = {hist[1]:.6f}")
print(f"relative residual, step 2 = {hist[2]:.1e}")
print(f"G_H1s(sigma) = {G:.6f} 1/Ry = {G / RY_EV:.6f} 1/eV")
print(f"HOMO+LUMO source: b.A^-1.b = {form:.1e} 1/Ry")
print(f"HOMO+LUMO source: residuals {hs[1]:.6f}, {hs[2]:.1e}")
print(f"shift {near:.0e} Ry above HOMO: residuals {hn[1]:.4f}, {hn[-1]:.1e}")
print(f"relative commutator for T = {comm(T):.1e}")
for name, To in others.items():
    print(f"{name}: |T'-T|/|T| = {nrm(To - T) / nrm(T):.3f}, commutator = {comm(To):.3f}")
print(f"guess Fock: HOMO = {e0[p - 1]:.5f} Ry, LUMO = {e0[p]:.5f} Ry")
print(f"d0 = {d0:.4f}, d1 = {d1:.4f}, kappa = {kappa:.4f}, rho = {rho:.4f}")
print(f"negative spectrum of Tt A: [{mt[0]:.4f}, {mt[p - 1]:.4f}]")
print(f"positive spectrum of Tt A: [{mt[p]:.4f}, {mt[-1]:.4f}]")
for j in range(2, min(len(ha), 11), 2):
    print(f"guess T, step {j}: residual {ha[j]:.2e}, bound {2 * rho ** (j // 2):.2e}")
print(f"steps to {tol:.0e}: exact T {len(hist) - 1}, guess T {len(ha) - 1}, bound {nbound}")
print(f"steps to {tol:.0e} with T = S^-1: {len(hu) - 1}")
print("finished without a failed check")
```

Running it gives:

```
1 Ry = 13.605693 eV
HCl RHF/cc-pVTZ, bond length = 2.40 bohr
basis size n = 48, levels below shift p = 9
total energy = -920.213693 Ry
lowest level = -209.6912 Ry, highest = 12.5761 Ry
HOMO = -0.95107 Ry, LUMO = 0.25118 Ry
shift sigma = -0.34995 Ry = -4.761 eV
half gap min|lam| = 0.60113 Ry
max|lam| = 209.3412 Ry
max|lam|/min|lam| = 348.2
eigenvalues of TA: 9 at -1, 39 at +1
max deviation from +-1 = 1.1e-13
trace TA = 30.000000
max |TA - (1 - DS)| = 1.5e-09
w+ = 0.368027 1/Ry, w- = 0.380952 1/Ry
w+ + w- = 0.748978 1/Ry, w+ - w- = -0.012925 1/Ry
alpha = -0.017257
relative residual, step 1 = 0.999851
relative residual, step 2 = 5.4e-14
G_H1s(sigma) = 0.012925 1/Ry = 0.000950 1/eV
HOMO+LUMO source: b.A^-1.b = -4.4e-16 1/Ry
HOMO+LUMO source: residuals 1.000000, 3.1e-14
shift 1e-03 Ry above HOMO: residuals 0.3584, 7.0e-14
relative commutator for T = 8.3e-14
LDL: |T'-T|/|T| = 0.122, commutator = 0.695
Euclid: |T'-T|/|T| = 0.014, commutator = 0.269
guess Fock: HOMO = -0.90445 Ry, LUMO = 0.15981 Ry
d0 = 0.8975, d1 = 1.2922, kappa = 1.4398, rho = 0.1803
negative spectrum of Tt A: [-1.0840, -0.9020]
positive spectrum of Tt A: [0.9536, 1.2896]
guess T, step 2: residual 1.83e-01, bound 3.61e-01
guess T, step 4: residual 1.03e-02, bound 6.50e-02
guess T, step 6: residual 3.58e-04, bound 1.17e-02
guess T, step 8: residual 1.43e-06, bound 2.11e-03
guess T, step 10: residual 9.19e-09, bound 3.81e-04
steps to 1e-08: exact T 2, guess T 10, bound 24
steps to 1e-08 with T = S^-1: 19
finished without a failed check
```
